# Umerski's Closed-Form Surface Green's Function and Decimation near Band Edges, part 2

A semi-infinite lead fills layers $n\le0$ (spacing $a$, $N$ orbitals each), with $H_{n,n}=u$, $H_{n,n+1}=t$ and $z=E+i\eta$. We seek its surface Green's function $g$, the $(0,0)$ block of $(z-H)^{-1}$, and its accuracy near a band edge. Norms are spectral. The transfer matrix

$$X=\begin{pmatrix}0&t^{-1}\\-t^\dagger&(z-u)t^{-1}\end{pmatrix}$$

acts on $(\psi_0;t\psi_1)$ and has eigenvectors $(\phi;\lambda t\phi)$, $\lambda=e^{i\theta}$. For $\eta>0$, $N$ eigenvalues lie inside the unit circle and $N$ outside. With $X=O\operatorname{diag}(\Lambda_<,\Lambda_>)O^{-1}$, moduli ascending, and $A=O_{12}$,

$$g=O_{12}O_{22}^{-1}=F^{-1}t^{-1},\qquad F^{-1}=A\Lambda_>^{-1}A^{-1},\qquad \Sigma=t^\dagger gt=t^\dagger F^{-1}.\tag{3}$$

For singular $t$, a QZ decomposition of the equivalent pencil avoids $t^{-1}$. A stack of $L$ layers has $g_L=(O_{11}y_L+O_{12})(O_{21}y_L+O_{22})^{-1}$, $y_L=\Lambda_<^Ly_0\Lambda_>^{-L}$, converging at the rate $\rho=|\lambda_N/\lambda_{N+1}|$ per layer.

With $\phi^\dagger\phi=1$, $s=\lambda\phi^\dagger t\phi$ and $v=-2\operatorname{Im}s$, equal to $dE/d\theta$ on the unit circle,

$$\eta=\operatorname{Im}s\,(1-|\lambda|^{-2}).\tag{4}$$

As $\eta\to0^+$, keep the $N$ modes with largest score $\ln|\lambda|-v/\|t\|$.

Decimation starts from $\epsilon_s=\epsilon_b=u$, $\alpha=t^\dagger$, $\beta=t$. With $G=(z-\epsilon_b)^{-1}$, each step adds $\alpha G\beta$ to $\epsilon_s$ and $\alpha G\beta+\beta G\alpha$ to $\epsilon_b$, and sends $\alpha\to\alpha G\alpha$, $\beta\to\beta G\beta$; finally $g=(z-\epsilon_s)^{-1}$. After $k$ steps this is a $2^k$-layer stack, with error a prefactor times $\rho^{2^k}$. A tolerance in units of that prefactor needs

$$k\simeq\log_2\frac{\ln(1/\mathrm{tol})}{\ln(1/\rho)}.\tag{5}$$

Here $\ln(1/\rho)=2\eta/|v|$ for the fastest open channel, or $2\sqrt{\eta/2D}$ at an edge with none. Operation counts of the two methods break even near 14 steps. The chain has $u=0$, $t=\tau$, $\lambda+1/\lambda=z/\tau$.

For real $u,t$ and a nondegenerate minimum $E_0$ at $\theta=0$ with mode $\phi_0$, $z-E_0=D\theta^2$, where $D=\hbar^2/2m^*a^2$. From $H(\theta)=u+te^{i\theta}+t^\dagger e^{-i\theta}$, with $H_0,H',H''$ its value and derivatives at $\theta=0$,
$D=\tfrac12\phi_0^TH''\phi_0+\sum_m|H'_{m0}|^2/(E_0-E_m)$, over the other eigenvectors of $H_0$. Then $g=g_0+G_1\theta+O(\theta^2)$, with $g_0$ the edge value. For a shift $\Delta$ of $\delta=E-E_0$, to leading order,

$$\|g(E+\Delta)-g(E)\|=\frac{\|G_1\|\,|\Delta|}{\sqrt D\,\big|\sqrt{\delta+\Delta}+\sqrt\delta\big|}.\tag{7}$$

Finite $\eta$ acts as $\Delta=i\eta$, which gives the bias of decimation.

**Rounding in the closed form.** At the edge $\lambda=1$ is a double root with the single eigenvector $(\phi_0;t\phi_0)$: a Jordan block. A backward-stable eigensolver returns the eigensystem of $X+\delta X$ with $\|\delta X\|=\varepsilon'$ of the order of machine epsilon $\varepsilon$ times $\|X\|$. Near the edge $\det(X-\lambda)$ is a smooth nonzero factor times $D\theta^2-\delta$. The determinant is polynomial in the entries, so the perturbed condition is $D\theta^2-\delta-c\,\varepsilon'+O(\varepsilon'\theta)=0$, with an energy $c$ set by the direction of $\delta X$. The eigenvector is the null vector of a matrix of rank $2N-1$ and follows $\theta$ and $\varepsilon'$ smoothly. The leading error is (7) with $\Delta=c\,\varepsilon'$: of order $\sqrt{\varepsilon'}$ at the edge and $\varepsilon'/\sqrt{|\delta|}$ away from it. Changes of the other modes and of the vectors add terms of order $\varepsilon'$, which can dominate away from the edge when $c$ happens to be small. By (7) a change of $E-E_0$ by $\varepsilon$ times the energy scale of $u$ and $t$, as a relative change $\varepsilon$ in the inputs produces, has an effect of the same order, so this loss reflects the conditioning of $g$ itself. For real $X$ the split pair is either real, with $v=0$, or conjugate, with equal moduli and opposite $v$; the score separates it in both cases, and since the members are $\pm\theta$, either one gives an error $\|G_1\||\theta|$ relative to $g_0$.

## Folded edges

For the chain $\alpha=\beta$. Let $x=(z-\epsilon_b)/\alpha$, so $G=1/\alpha x$. One step gives $\alpha\to\alpha/x$ and $z-\epsilon_b\to\alpha x-2\alpha/x$, hence $x\to x^2-2$, which is $\lambda\to\lambda^2$ in $x=\lambda+1/\lambda$. The product of the $1/x$ telescopes to $\alpha_k=\tau(\lambda-\lambda^{-1})/(\lambda^{2^k}-\lambda^{-2^k})$, so $\alpha_k^2\propto\rho^{2^k}$ and the cutoff enters (5) as a tolerance.

At $E=0$, $x_0=i\eta/\tau$, $\alpha_1=\tau^2/i\eta$, and $x_1=-2-\eta^2/\tau^2$, an edge of the decimated chain. The first step puts $\alpha_1$ into $\epsilon_s$; the rest adds the self-energy $\alpha_1\mu$ of the decimated chain, with $\mu+1/\mu=x_1$, $\mu=-e^{-\kappa}$, $\kappa\simeq\eta/\tau$. The sum $\alpha_1(1+\mu)\simeq\alpha_1\kappa=-i\tau$ is a cancellation of terms of size $\tau^2/\eta$. A relative rounding $r$ of $x_1$ changes $\kappa^2$ to $\eta^2/\tau^2+2r$ and, as long as $|r|\ll\eta^2/\tau^2$, $\kappa$ by $r\tau/\eta$; $\epsilon_s$ changes by $r\tau^3/\eta^2$, and with $|g|\simeq1/\tau$,

$$|\delta g|\simeq r\,\tau/\eta^2.\tag{8}$$

The condition $x_{j-1}=0$ recurs at $\theta=p\pi/2^j$ with $p$ odd. There $|x_{j-1}|\simeq2^{j-1}\eta/(\tau\sin\theta)$, and the loss weakens quickly with $j$: for the range of $\eta$ used below, the median of $|\delta g|\eta^2/\varepsilon$ is about $0.04$ eV at $\theta=\pi/4$ and $10^{-3}$ eV at $\theta=\pi/8$. At $E=\tau$, $x$ runs $1,-1,-1,\dots$ and no cancellation occurs. For $\tau=1$ eV and $\eta$ between $10^{-6}$ and $10^{-4}$ eV the median of $|\delta g|\eta^2/\varepsilon$ is 0.14 eV. Read through (8) as a single rounding of $x_1$, this is an effective $r=0.14\,\varepsilon$; later steps also round, and their share is not separated here. At $\eta=10^{-6}$ eV the absolute errors in eV$^{-1}$ are $3.3\times10^{-5}$ (decimation) and $1.6\times10^{-16}$ (closed form) at $E=0$, and $6.2\times10^{-16}$ and $6.7\times10^{-16}$ at $E=1$ eV. The closed form sees well-separated roots near $\pm i$. Once $\eta\lesssim\tau\sqrt\varepsilon$ the condition on $r$ fails and decimation at $E=0$ loses all digits: for $\eta$ near $10^{-8}$ to $10^{-10}$ eV its error is of the order of $|g|$ or larger.

## Worked example

Round model parameters, in eV, with $a=3\times10^{-8}$ cm:

$$u=\begin{pmatrix}0&-0.25\\-0.25&0.5\end{pmatrix},\qquad t=\begin{pmatrix}-1&0.5\\-0.25&-0.5\end{pmatrix}.$$

Then $H_0=\operatorname{diag}(-2,-0.5)$, $H'_{12}=0.75i$, $H''_{11}=2$, $H''_{22}=1$. The upper edge is $E_0=-0.5$ eV with $D=0.5+0.75^2/1.5=0.875$ eV, that is $m^*=\hbar^2/2Da^2=0.48\,m$ with $D$ in erg; the lower edge at $-2$ eV has $D=1-0.375=0.625$ eV. At $E_0$ the lower band is open, with $\theta=-1.621$ and $v=-1.589$ eV, or $-7.24\times10^7$ cm/s. The reference is decimation in 120-digit arithmetic at $\eta=10^{-40}$ eV, which retains a bias of order $10^{-20}$ eV$^{-1}$ at the edge.

At $E_0$, $\Sigma_{11}=-0.0625-1.2484i$, $\Sigma_{12}=\Sigma_{21}=-0.25$, $\Sigma_{22}=-0.5$ eV. The second column is $\Sigma\phi_0=t^TF^{-1}\phi_0=t^T\phi_0$, real because the edge mode has $\lambda=1$. Then $E_0-u-\Sigma$ has entries $-0.4375+1.2484i$, $0.5$, $0.5$, $-0.5$ and determinant $-0.03125-0.6242i$, so $g_{11}=-0.5/\det=0.040-0.799i$ eV$^{-1}$. Likewise $g_{22}=-1.960-0.799i$ eV$^{-1}$, the surface density of states is $2\times0.799/\pi=0.509$ eV$^{-1}$, $\|g_0\|=2.44$ and $\|G_1\|=2.60$ eV$^{-1}$.

Absolute errors in eV$^{-1}$ against the $\eta\to0^+$ reference, with $\delta$ and $\eta$ in eV:

| $\delta$ | closed, $\eta=0$ | dec., $10^{-6}$ | dec., $10^{-10}$ |
|---|---|---|---|
| $-10^{-4}$ | 1.7e-14 | 1.391e-4 | 1.391e-8 |
| $-10^{-8}$ | 1.0e-12 | 2.589e-3 | 1.390e-6 |
| $0$ | 3.0e-8 | 2.779e-3 | 2.780e-5 |
| $10^{-8}$ | 1.9e-12 | 2.589e-3 | 1.390e-6 |
| $10^{-4}$ | 2.8e-15 | 1.382e-4 | 1.382e-8 |

For $\eta=10^{-6}$ eV, (7) gives $2.6\sqrt{10^{-6}/0.875}=2.780\times10^{-3}$ at the edge, about $10^{-3}$ of $\|g_0\|$, and $2.6\times10^{-6}/(2\sqrt{0.875\times10^{-4}})=1.390\times10^{-4}$ at $|\delta|=10^{-4}$ eV. The observed 1.391 and 1.382 differ from this by less than $|\theta|\approx10^{-2}$, the relative order of the neglected term; they differ from each other because that term is linear in $\theta$, which is imaginary below the edge and real above. An error of $10^{-6}$ eV$^{-1}$ at the edge needs $\eta=D(10^{-6}/2.6)^2=1.294\times10^{-13}$ eV, which is confirmed by a run that stops after 50 steps at the cutoff $10^{-40}$ on $\|\alpha\|\|\beta\|$.

The closed-form error at the edge corresponds in (7) to $|\Delta|=0.875\,(3.0\times10^{-8}/2.6)^2\approx1.2\times10^{-16}$ eV, half of $\varepsilon=2.2\times10^{-16}$ in these units. The same shift predicts about $2\times10^{-12}$ at $|\delta|=10^{-8}$ and $2\times10^{-14}$ at $10^{-4}$ eV, in line with the table given that rounding differs between energies. A deliberate perturbation of $X$ tests the exponents: reducing its norm from $10^{-8}$ to $10^{-10}$ (entries in eV-based units) lowers the error by 10.00 at the edge and by 100.00 at $\delta=10^{-2}$ eV. The edge value $2.18\times10^{-4}$ implies $|c|\approx0.6$ eV, and (7) then gives $8.5\times10^{-8}$ at $\delta=10^{-2}$ eV against the observed $8.09\times10^{-8}$, within $|\theta|\approx0.1$.

Measured against the reference at its own complex $z$, decimation is accurate to between $10^{-14}$ and $4\times10^{-12}$ eV$^{-1}$, so its entries in the table are bias. If its rounding acts as a shift of order $\varepsilon$, which is a conjecture here, (7) adds a term $\propto\varepsilon/\sqrt\eta$ at the edge, and the total would be least near $\eta\sim\varepsilon$ at order $\sqrt\varepsilon$, the level of the closed form. No run below $1.3\times10^{-13}$ eV probes this.

For $\eta=10^{-6}$ eV and a tolerance $10^{-9}$ eV$^{-1}$, $\ln(1/\rho)=2\times10^{-6}/1.589=1.259\times10^{-6}$ at $E_0$, and (5) gives 23.97 against 25 observed; (5) was evaluated with unit prefactor. The actual prefactor is $3.2$ eV$^{-1}$, which raises the estimate to 24.05 and the count to 25. At the lower edge $\ln(1/\rho)=2\sqrt{10^{-6}/1.25}=1.789\times10^{-3}$, giving 13.50 with unit prefactor against 14 observed; there the prefactor is only $2.5\times10^{-3}$ eV$^{-1}$, of the order of $|\theta|\approx1.3\times10^{-3}$, and (5) evaluated with it gives 13.01. The counts 27 and 40 of the tabulated runs belong to the stricter cutoff $10^{-40}$ on $\|\alpha\|\|\beta\|$; they exceed the 14 steps of the operation count, which does not by itself decide the run time. Apart from the two prefactors above and the chain errors quoted for $j>1$ and for $\eta\lesssim10^{-8}$ eV, the computed values are listed in the numerical output below; the other numbers follow from them by the arithmetic shown. For a random complex lead with $N=3$, the tests include the $N$–$N$ count, (4), the form of $y_L$, the $2^k$-layer property, and (3) and the QZ form (hopping of rank two) against direct inversion of finite stacks.

## Failure modes

At $\eta=0$ a surface bound state is a decaying solution with $\psi_1=0$; $O_{22}$ is then singular and $g$ has a true pole, so its condition number should be monitored. Degenerate unimodular $\lambda$ at $\eta=0$ leave the basis in their eigenspace arbitrary; degenerate perturbation theory in $\theta$ requires diagonalizing $H'(\theta)$ in that space before scoring, a case not tested here. An ill-conditioned $t$ inflates $\|X\|$ and with it $\varepsilon'$, and in extreme cases rounding gives the scores wrong signs; the pencil avoids $t^{-1}$, but sorting by modulus cannot split propagating modes at $\eta=0$, where $v$ is still needed. If $D=0$ and $E-E_0\propto\theta^4$, the roots in (7) become fourth roots, with bias $\propto\eta^{1/4}$ and rounding $\propto\varepsilon^{1/4}$. For a band maximum $D<0$ and the branch with $\operatorname{Im}\theta<0$ is again taken. In decimation, $G$ after $k$ steps is the central block of the resolvent of a slab of $2^{k+1}-1$ layers and grows as $1/\eta$ when $E$ meets a slab level with weight on that layer; (8) is derived for the chain, and an energy grid with an odd number of points symmetric about the band centre lands on that point.

## Numbers as computed

```
u (eV) = [[0.0, -0.25], [-0.25, 0.5]]
t (eV) = [[-1.0, 0.5], [-0.25, -0.5]]
a = 3.0e-08 cm; machine eps = 2.220e-16; sqrt(eps) = 1.490e-08
upper edge E0 = -0.5000 eV, D = 0.8750 eV, m*/m = 0.4838
lower edge = -2.0000 eV, D_low = 0.6250 eV
open mode at E0: theta = -1.62082 rad, dE/dtheta = -1.58892 eV = -7.2420e+07 cm/s
g0 (1/eV): 0.04000-0.79900i, 0.04000-0.79900i, 0.04000-0.79900i, -1.96000-0.79900i
Sigma0 (eV): -0.06250-1.24844i, -0.25000+0.00000i, -0.25000+0.00000i, -0.50000+0.00000i
G1 (1/eV): 0.59925+0.03000i, -0.39950-1.02000i, -0.39950-1.02000i, -1.39825+1.43000i
|g0| = 2.4436, |G1| = 2.6000 1/eV; surface DOS = 0.50866 1/eV
delta, eta in eV; errors in 1/eV
delta -1e-04: closed form eta=0 error 1.7e-14 (bound 1.6e-12)
  decim eta 1e-06: err 1.391e-04 pred 1.390e-04 round 1e-14 steps 27
  decim eta 1e-10: err 1.391e-08 pred 1.390e-08 round 7e-14 steps 40
delta -1e-08: closed form eta=0 error 1.0e-12 (bound 1.5e-10)
  decim eta 1e-06: err 2.589e-03 pred 2.589e-03 round 2e-13 steps 27
  decim eta 1e-10: err 1.390e-06 pred 1.390e-06 round 2e-13 steps 40
delta +0e+00: closed form eta=0 error 3.0e-08 (bound 2.9e-07)
  decim eta 1e-06: err 2.779e-03 pred 2.780e-03 round 1e-13 steps 27
  decim eta 1e-10: err 2.780e-05 pred 2.780e-05 round 4e-12 steps 40
delta +1e-08: closed form eta=0 error 1.9e-12 (bound 1.5e-10)
  decim eta 1e-06: err 2.589e-03 pred 2.589e-03 round 3e-13 steps 27
  decim eta 1e-10: err 1.390e-06 pred 1.390e-06 round 8e-13 steps 40
delta +1e-04: closed form eta=0 error 2.8e-15 (bound 1.6e-12)
  decim eta 1e-06: err 1.382e-04 pred 1.390e-04 round 6e-14 steps 27
  decim eta 1e-10: err 1.382e-08 pred 1.390e-08 round 4e-14 steps 40
eta for 1e-6 1/eV at edge = 1.294e-13 eV: error 1.000e-06 1/eV, steps 50
perturb X by 1e-8,1e-10 at delta 0e+00 eV: 2.18e-04,2.18e-05 1/eV, ratio 10.00
perturb X by 1e-8,1e-10 at delta 1e-02 eV: 8.09e-08,8.09e-10 1/eV, ratio 100.00
E0, open channel: eta 1e-06 eV, ln(1/rho) 1.259e-06, steps to 1e-09 1/eV: 25 (pred 23.97)
lower edge: eta 1e-06 eV, ln(1/rho) 1.789e-03, steps to 1e-09 1/eV: 14 (pred 13.50)
chain tau=1 eV, E=0, eta 1e-6..1e-4 eV: median err*eta^2/eps = 0.14 eV
chain E=0 eV, eta 1e-6 eV: decim 3.3e-05, closed 1.6e-16 1/eV
chain E=1 eV, eta 1e-6 eV: decim 6.2e-16, closed 6.7e-16 1/eV
```
